# Why a Hybrid's Exchange Fraction Is Near the Inverse Electronic Permittivity

An electron is trapped at a defect in the silica-like skeleton of a low-k dielectric. The electrons of the surrounding bonds shift in response, so two charges in the film repel each other less than in vacuum. A global hybrid functional nevertheless builds its exact exchange from the bare Coulomb interaction, multiplied by one number $\alpha$. The question is why $\alpha\approx1/\varepsilon_\infty$ is a sensible choice, and how closely the relation should be expected to hold.

Formulas use $\hbar=1$ and $e^2/(4\pi\varepsilon_0)=1$; energies in eV follow on multiplying inverse lengths in nm by 1.44 eV nm. The bare interaction is $v=1/|\mathbf r-\mathbf r'|$. The ions are clamped, so the relevant permittivity is the electronic one, $\varepsilon_\infty$.

## Contribution 1: the medium screens exchange

Treat the explicit electrons and those of the medium as distinct, and let the medium respond linearly, as oscillators of frequency $\omega_m$ coupled to the explicit density $\hat n$:

$$H=H_{\rm el}+\sum_m\left[\omega_m b_m^\dagger b_m+M_m(b_m+b_m^\dagger)\right],\qquad M_m=\int g_m(\mathbf r)\,\hat n(\mathbf r)\,d\mathbf r ,$$

with real $g_m$. Completing the square gives

$$\omega_m b_m^\dagger b_m+M_m(b_m+b_m^\dagger)=\omega_m\Big(b_m^\dagger+\frac{M_m}{\omega_m}\Big)\Big(b_m+\frac{M_m}{\omega_m}\Big)-\frac{M_m^2}{\omega_m}.$$

If the explicit electrons move slowly compared with $\omega_m$, the shifted oscillators stay in their ground state and the last term remains:

$$-\sum_m\frac{M_m^2}{\omega_m}=\frac12\iint\hat n(\mathbf r)W_p(\mathbf r,\mathbf r')\hat n(\mathbf r'),\qquad W_p=-2\sum_m\frac{g_m(\mathbf r)g_m(\mathbf r')}{\omega_m}.$$

The screened interaction is $W=v+W_p$. The operators are not yet in the order of a pair interaction. Using $\psi_\sigma(\mathbf r)\psi^\dagger_{\sigma'}(\mathbf r')=\delta_{\sigma\sigma'}\delta(\mathbf r-\mathbf r')-\psi^\dagger_{\sigma'}(\mathbf r')\psi_\sigma(\mathbf r)$,

$$\hat n(\mathbf r)\hat n(\mathbf r')=\delta(\mathbf r-\mathbf r')\hat n(\mathbf r)+{:}\hat n(\mathbf r)\hat n(\mathbf r'){:}$$

where the colons put creation operators to the left. The first term gives a local potential $\tfrac12W_p(\mathbf r,\mathbf r)$, the Coulomb hole. The second adds $W_p$ to $v$ in the pair interaction.

For a single determinant with one-spin density matrix $\rho_\sigma$, the pair expectation value is $n(\mathbf r)n(\mathbf r')-\sum_\sigma|\rho_\sigma(\mathbf r,\mathbf r')|^2$. The exchange energy is therefore

$$E_x=-\frac12\sum_\sigma\iint|\rho_\sigma(\mathbf r,\mathbf r')|^2W(\mathbf r,\mathbf r').$$

Since $|\rho_\sigma|^2=\rho_\sigma(\mathbf r,\mathbf r')\rho_\sigma(\mathbf r',\mathbf r)$, varying it produces a factor 2, and the exchange operator is $-\rho_\sigma(\mathbf r,\mathbf r')W(\mathbf r,\mathbf r')$. Applying this to the valence electrons, which are themselves the medium, is a further approximation: static screened exchange plus Coulomb hole.

**A two-electron case.** Take orbitals $a,b$ and one oscillator coupled to $X=\sum_\sigma(a_\sigma^\dagger b_\sigma+b_\sigma^\dagger a_\sigma)$ with strength $g$. The bare exchange is $\tfrac12K{:}X^2{:}$, and for two orbitals $X^2=N+{:}X^2{:}$. In the triplet $|a_\uparrow b_\uparrow\rangle$ every transfer is blocked, so $X^2=0$ and ${:}X^2{:}=-2$. For the open-shell singlet $|S\rangle$,

$$X|S\rangle=\sqrt2\,(|aa\rangle+|bb\rangle),\qquad X|aa\rangle=X|bb\rangle=\sqrt2\,|S\rangle,$$

so $X^2=4$ and ${:}X^2{:}=2$. The bare energies are $\pm K$ and the splitting is $2K$. The fast medium adds $-g^2X^2/\omega$, which is $-4g^2/\omega$ in the singlet and zero in the triplet. With $W_p=-2g^2/\omega$ for this exchange integral, the splitting becomes $2(K+W_p)$. A single electron has $X^2=1$ and shifts by $-g^2/\omega=W_p/2$, the Coulomb hole.

For $K=1$ eV, and $g$ chosen so that $K+W_p=K/\varepsilon_\infty$ with the $\varepsilon_\infty=2.093$ found below, the splitting should fall from 2 eV to 0.956 eV. Exact diagonalization with a very fast medium (1500 eV) gives 0.956 eV, and a one-electron shift of −0.261 eV against the predicted −0.261 eV.

**The price of a finite response time.** If the levels lie $\Delta$ apart, the singlet reaches $|aa\rangle$ and $|bb\rangle$, each plus one quantum, at energies $\omega\mp\Delta$ above it. Second-order perturbation theory in $g$, with $K$ neglected in the intermediate states, gives the shift

$$-2g^2\left[\frac1{\omega-\Delta}+\frac1{\omega+\Delta}\right]=-\frac{4g^2\omega}{\omega^2-\Delta^2}=\frac{2W_p}{1-\Delta^2/\omega^2}.$$

For a medium at 15 eV, the exact splitting is 0.951 eV at $\Delta=1$ eV and 0.828 eV at 5 eV. These lie 0.5% and 13% below the static value. The static argument thus loses accuracy across wide gaps. Close spacing is not sufficient either: this model gives $|aa\rangle$, $|bb\rangle$ and $|S\rangle$ the same direct Coulomb repulsion. If double occupation costs 2 eV more, the splitting at $\Delta=1$ eV lies 12% above the static value. What must be small beside $\omega$ is the energy of the states the transfer reaches.

## Contribution 2: the long-range factor is $1/\varepsilon_\infty$

Model the skeleton as a simple cubic lattice of units with polarizability $A$ and cell volume $\Omega$. A slowly varying external charge produces a longitudinal displacement field $D$ and polarization $P$. The macroscopic field is $E=D-4\pi P$. By cubic symmetry the dipoles within a sphere around a site give no field there, and the continuum outside that sphere adds $4\pi P/3$. Hence

$$P=\frac A\Omega\Big(D-4\pi P+\frac{4\pi}3P\Big)\ \Rightarrow\ \frac{4\pi P}{D}=\frac{3x}{1+2x},\qquad x=\frac{4\pi A}{3\Omega},$$

$$\frac1{\varepsilon_\infty}=\frac ED=1-\frac{3x}{1+2x}=\frac{1-x}{1+2x}.$$

At small wavevector $q$ the screened interaction is thus $4\pi/(\varepsilon_\infty q^2)$, which transforms to $1/(\varepsilon_\infty|\mathbf r-\mathbf r'|)$. Coupling to wavelengths of atomic size gives terms less singular in $q$, which fall off faster with distance.

With spacing 0.357 nm and $A=0.0029$ nm³, $\Omega=0.0455$ nm³ and $x=0.267$, so $\varepsilon_\infty=1.534/0.733=2.093$ and $1/\varepsilon_\infty=0.478$. An explicit lattice sum at small $q$ also gives 2.093. In this sum and in the lattice results below, each unit's dipole is spread as a Gaussian of standard deviation 0.05 nm. Between two Gaussian charges of standard deviation 0.10 nm, at cell centres separated along a cube axis, $W/v$ is 0.435 at 0.357 nm, 0.477 at 0.714 nm and 0.482 at 1.428 nm. The nearest pair is screened more strongly than the macroscopic factor suggests; the last value is within 1% of it. The approach is not monotonic and depends on direction. Along the axis the ratio reaches about 0.483 at three cells and then falls back slowly. Along the body diagonal it is 0.502 for the nearest pair and 0.474 for the next.

## Matching the hybrid

A global hybrid has the exchange operator $-\alpha\rho_\sigma(\mathbf r,\mathbf r')v$ plus a semilocal potential. The latter multiplies the wavefunction at one point, so it cannot alter an operator's elements at $\mathbf r\ne\mathbf r'$. At long range we therefore need

$$-\alpha\,\frac{\rho_\sigma(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|}=-\frac{\rho_\sigma(\mathbf r,\mathbf r')}{\varepsilon_\infty|\mathbf r-\mathbf r'|}\quad\Rightarrow\quad\alpha=\frac1{\varepsilon_\infty}.$$

The Coulomb hole is local and can be assigned to the semilocal part, though nothing guarantees that a given functional reproduces it. The short-range mismatch $-(W-\alpha v)\rho_\sigma$ is nonlocal and remains an error. Range-separated dielectric hybrids keep the tail and choose the short-range fraction separately.

## Contribution 3: what a localized orbital asks for

A second criterion includes short range. The exact ground-state energy is a straight line in electron number between integers. Fill a frozen defect orbital to occupation $f$, and let $U$ be its bare and $W_d$ its screened self-repulsion. Apart from terms linear in $f$,

$$E(f)=\tfrac12f^2U-\tfrac12\alpha f^2U-\tfrac12f^2(U-W_d)+(1-\alpha)E_x^{\rm sl}(f).$$

The terms are Hartree repulsion, exact exchange, relaxation of the medium and semilocal exchange; semilocal correlation is left out. Measure the bend by $C=4[E(1)+E(0)-2E(\tfrac12)]$, which returns $c$ for $E=\tfrac12cf^2$. If $K_{\rm sl}$ is the bend of $E_x^{\rm sl}$,

$$C=(1-\alpha)(U+K_{\rm sl})-(U-W_d)=W_d+K_{\rm sl}-\alpha(U+K_{\rm sl}),$$

$$C=0\quad\Rightarrow\quad\alpha_{\rm lin}=\frac{W_d+K_{\rm sl}}{U+K_{\rm sl}}.$$

**Wide orbital.** Let the orbital density be a Gaussian of standard deviation $a$. The separation of two points drawn from it has standard deviation $\sqrt2a$ per axis, so $U=\langle1/r\rangle=1/(\sqrt\pi a)$. For a density small beside the host's, expanding the local exchange energy to second order gives $K_{\rm sl}\propto-\int|\phi|^4=-1/(8\pi^{3/2}a^3)$. Thus $K_{\rm sl}/U\propto-1/a^2$ vanishes, while $W_d/U\to1/\varepsilon_\infty$ because only small $q$ contributes. Hence $\alpha_{\rm lin}\to1/\varepsilon_\infty$, in agreement with the tail.

**Compact orbital.** Outside a small spherical charge the field does not depend on $a$. For an orbital in an interstice, the relaxation $U-W_d$ therefore saturates while $U$ grows as $1/a$, and $W_d/U\to1$: the medium cannot screen what happens inside the orbital.

For the numbers, $K_{\rm sl}$ is computed from local spin-density exchange, with the orbital density added to a uniform, unpolarized host of 16 valence electrons per cell. For an orbital at the cell centre, 0.309 nm from the nearest units, the results are:

| $a$ (nm) | $U$ (eV) | $W_d/U$ | $\alpha_{\rm lin}$ |
|---|---|---|---|
| 0.06 | 13.54 | 0.691 | 0.651 |
| 0.10 | 8.12 | 0.518 | 0.493 |
| 0.15 | 5.42 | 0.459 | 0.446 |
| 0.30 | 2.71 | 0.479 | 0.475 |
| 0.80 | 1.02 | 0.477 | 0.477 |

The row for 0.80 nm is low by nearly 0.001 because of the finite wavevector mesh; converged, both ratios round to 0.478. From $a=0.10$ to 0.06 nm, $U$ rises by 5.4 eV but the relaxation by only 0.27 eV, which shows the saturation. At 0.15 nm the ratio dips below 0.478, so the approach is again not monotonic. The assumed spread of the units matters for such compact orbitals: point-like units would lower $W_d/U$ by about 0.02 at 0.10 nm and 0.03 at 0.15 nm. A separate real-space calculation with 968 dipoles, which interact as points but feel the orbital's field averaged over the same 0.05 nm spread, completed by a continuum outside, gives $W_d=4.206$ eV at $a=0.10$ nm against 4.208 eV from the lattice calculation.

## Weighing the contributions

At $a=0.10$ nm, $U=8.124$, $W_d=4.208$ and $K_{\rm sl}=-0.401$ eV, so

$$\alpha_{\rm lin}=\frac{4.208-0.401}{8.124-0.401}=\frac{3.807}{7.723}=0.493 .$$

Relative to 0.478, incomplete screening adds 0.040 and semilocal exchange removes 0.025. Part of the closeness is thus a cancellation. At 0.06 nm it fails: the two shifts are +0.213 and −0.040.

For the same frozen orbital, the bend is +3.81 eV at $\alpha=0$, +1.88 eV at 0.25, +0.12 eV at $1/\varepsilon_\infty$ and −3.92 eV at 1. For a quadratic energy, $C$ is the amount by which the level $dE/df$ moves between empty and full. For this orbital $1/\varepsilon_\infty$ removes most of that ambiguity in trap depth; for the one with $a=0.06$ nm a bend of about 2.1 eV would remain.

These figures depend on the uniform host. An interstice holds less density than the average, which makes $K_{\rm sl}$ more negative. Suppose the 16 electrons sit on the units as Gaussians of standard deviation 0.08 or 0.05 nm. At $a=0.10$ nm, $K_{\rm sl}$ becomes −0.98 or −2.14 eV, $\alpha_{\rm lin}$ becomes 0.45 or 0.35, and the bend at $1/\varepsilon_\infty$ becomes −0.18 or −0.79 eV. At $a=0.06$ nm the remaining bend drops to 1.2 or 0.5 eV. For compact orbitals, $\alpha_{\rm lin}$ is therefore no better known than the local host density. The omitted local correlation matters less, raising $\alpha_{\rm lin}$ by about 0.005 at $a=0.10$ nm.

Filled valence bands also sample short range. If their localized orbitals $w_i$ do not overlap, the cross terms in $|\rho_\sigma|^2$ vanish and

$$|\rho_\sigma(\mathbf r,\mathbf r')|^2=\sum_i|w_i(\mathbf r)|^2|w_i(\mathbf r')|^2 .$$

The exchange energy is then a sum of orbital self-terms, governed by orbital size and not by the tail. For them $1/\varepsilon_\infty$ is a compromise.

## Setting the model beside a real film

The model's refractive index, $\sqrt{2.093}\approx1.45$, is roughly that of dense silica. Real silica is disordered and its polarizable charge is spread along bonds, so the entries for compact orbitals, which depend on where the nearest units sit, carry over least well. Those for wide orbitals depend essentially only on $\varepsilon_\infty$.

**Ions.** Dense silica has a static permittivity of roughly 3.9, with inverse 0.256. That is not the fraction to use: ionic relaxation enters when the nuclei are moved, and putting it into $\alpha$ as well would count it twice. A continuum estimate of its size at $a=0.10$ nm is $\tfrac12(0.478-0.256)\times8.12\approx0.9$ eV, too large to omit from a thermal trap depth.

**Pores.** Treat spherical pores of volume fraction $\phi$ as the polarizable units in a host of permittivity $\varepsilon_\infty$. A pore of radius $R$ in this host has, relative to the host, the polarizability $R^3(1-\varepsilon_\infty)/(1+2\varepsilon_\infty)$, so that $x=\phi(1-\varepsilon_\infty)/(1+2\varepsilon_\infty)$. The result of Contribution 2 can be written $x=(\varepsilon-1)/(\varepsilon+2)$, where $\varepsilon$ is the permittivity relative to the surroundings of the units, here $\varepsilon_f/\varepsilon_\infty$. Hence

$$\frac{\varepsilon_f-\varepsilon_\infty}{\varepsilon_f+2\varepsilon_\infty}=\phi\,\frac{1-\varepsilon_\infty}{1+2\varepsilon_\infty}.$$

For $\phi=0.30$, $\varepsilon_f=1.72$, and $1/\varepsilon_f$ would raise $\alpha$ by 0.104. But suppose the orbital sits at the centre of a dense region of radius 1 nm. Only the field beyond 1 nm sees the film average, which changes $W_d$ by $0.104\times1.44/1.0=0.15$ eV, or 0.018 of $U$. For the orbital with $a=0.10$ nm, this raises $\alpha_{\rm lin}$ only from 0.493 to about 0.51, still closer to the skeleton's $1/\varepsilon_\infty=0.478$ than to the film's 0.582. This holds only while the dense radius exceeds about 0.5 nm. At 30% porosity the largest dense sphere in a cubic array of pores is only about one pore radius, so 1 nm is the most favourable site among pores of about that radius. At $a=0.06$ nm, with the uniform host, both values are too small, and a defect at a pore wall lies outside this estimate.

The main values are in the numerical output below.

## Computed results

```
lattice constant 0.357 nm, polarizability 0.0029 nm^3
eps_inf: Clausius-Mossotti 2.0927
eps_inf: lattice sum [100] 2.0926, [111] 2.0926
1/eps_inf = 0.4779
Screened/bare interaction of two orbitals (a = 0.10 nm):
  R = 0.357 nm: W/v = 0.4353
  R = 0.714 nm: W/v = 0.4767
  R = 1.428 nm: W/v = 0.4822
Orbital: a (nm), U (eV), W (eV), W/U, K_sl (eV), alpha_linear
  0.06   13.540   9.358  0.6911   -1.5669  0.6507
  0.10    8.124   4.208  0.5179   -0.4008  0.4929
  0.15    5.416   2.485  0.4588   -0.1238  0.4462
  0.20    4.062   1.917  0.4719   -0.0528  0.4649
  0.30    2.708   1.296  0.4785   -0.0157  0.4754
  0.50    1.625   0.776  0.4778   -0.0034  0.4767
  0.80    1.016   0.485  0.4774   -0.0008  0.4770
W at a = 0.10 nm from 968 point dipoles: 4.206 eV
Curvature left at a = 0.10 nm:
  alpha = 0.000: +3.807 eV
  alpha = 0.250: +1.876 eV
  alpha = 0.478: +0.116 eV
  alpha = 1.000: -3.916 eV
Two-electron model: bare exchange K = 1.00 eV
  bare splitting 2K = 2.0000 eV
  static screened splitting 2K/eps_inf = 0.9557 eV
  exact, medium at 1500 eV, levels 1 eV apart: 0.9557 eV
  exact, medium at 15 eV, 1 eV apart: 0.9511 eV
  exact, medium at 15 eV, 5 eV apart: 0.8282 eV
  Coulomb-hole shift: static -0.2611 eV, exact at 1500 eV -0.2609 eV
Ions: rough static permittivity 3.9, inverse 0.256
  ionic relaxation energy at a = 0.10 nm: 0.900 eV
Pores: porosity 0.30, film eps_inf 1.719, inverse 0.582
  change of alpha if film value is used: +0.104
  change of W/U, dense radius 1.0 nm: +0.018
```
